The transfer coefficient for Marcus parabolas of unequal force constants

An ion takes up one electron from a metal electrode. The arrangement of its surroundings is described by one classical coordinate q. Before the transfer (state 1, the reactant) and after it (state 2, the product), the energies are

U₁(q) = k₁q²/2

U₂(q) = k₂(q − d)²/2 + D.

The force constants k₁ and k₂ and the displacement d are positive and do not depend on D. The quantity D is the energy of the product minimum minus that of the reactant minimum, with the electron counted at the Fermi level of the metal. A negative D favours the product.

An electron in a metal at potential E has the energy −eE, apart from a constant, where e is the elementary charge. Reduction removes this electron from the metal, so D rises by e times any rise in E. Until part (g), the potential at the ion is held fixed.

The electron can transfer without a change of total energy where U₁ = U₂. The barrier B is the energy of this crossing above the reactant minimum, and the transfer coefficient is

a = dB/dD.

**(a) Show that there is one crossing between the minima for a certain range of D, and express a through the slopes of the curves there.**

Let g(q) = U₂(q) − U₁(q). Its derivative is

dg/dq = k₂(q − d) − k₁q = −s, with s = k₁q + k₂(d − q).

For 0 ≤ q ≤ d, neither term of s is negative and they do not vanish together. Hence s > 0, and g falls steadily from g(0) = k₂d²/2 + D to g(d) = D − k₁d²/2. It passes through zero once between the minima if g(0) > 0 and g(d) < 0, that is, if

−k₂d²/2 < D < k₁d²/2.

At the crossing,

k₁q²/2 = k₂(q − d)²/2 + D.

Now change D by a small amount and let q follow. Differentiation gives

k₁q (dq/dD) = k₂(q − d)(dq/dD) + 1.

Collecting the terms in dq/dD,

[k₁q + k₂(d − q)] (dq/dD) = 1, so dq/dD = 1/s.

Since B = k₁q²/2, the chain rule gives

a = k₁q (dq/dD) = k₁q / [k₁q + k₂(d − q)].

The numerator is the slope of the reactant curve. The denominator adds the magnitude of the product slope. At the lower end of the range q = 0 and a = 0; at the upper end q = d and a = 1. Beyond these ends the crossing is no longer between the minima, and the present description of the barrier does not apply.

**(b) Find a and B when the two minima are level, D = 0. What happens when one well is much stiffer than the other?**

With D = 0 the crossing condition is k₁q² = k₂(d − q)². Between the minima, q and d − q are both positive, so the positive square roots must be taken:

√k₁ q = √k₂ (d − q).

Moving the terms in q to one side gives

q = d√k₂/(√k₁ + √k₂), d − q = d√k₁/(√k₁ + √k₂).

The two slopes are therefore

k₁q = k₁√k₂ d/(√k₁ + √k₂)

k₂(d − q) = k₂√k₁ d/(√k₁ + √k₂).

A factor √(k₁k₂) can be taken out of each numerator, leaving √k₁ in the first and √k₂ in the second. Their sum is

s = √(k₁k₂) d (√k₁ + √k₂)/(√k₁ + √k₂) = √(k₁k₂) d.

Dividing the reactant slope by this sum gives

a = √k₁/(√k₁ + √k₂).

The displacement d has cancelled. It remains in the barrier:

B = k₁q²/2 = k₁k₂d²/[2(√k₁ + √k₂)²].

If k₁ = k₂, then a = 1/2. If the reactant is stiffer, its crossing is reached after a shorter displacement but on a steeper slope. The slope wins, and a exceeds 1/2. An early crossing therefore does not by itself imply a small transfer coefficient when the force constants differ.

The extreme cases show why. If k₁ ≫ k₂, the reactant hardly moves, and the crossing energy is close to U₂(0) = k₂d²/2 + D. It follows D one for one, so a approaches 1. If k₂ ≫ k₁, the crossing is pinned near q = d. The energy needed is close to k₁d²/2 and hardly responds to small changes of D about zero, so a approaches 0.

For the reverse reaction, the barrier is B − D and the energy change is −D. Its coefficient is

d(B − D)/d(−D) = 1 − a = √k₂/(√k₁ + √k₂),

as exchanging the two force constants also requires.

The negative square root gives a second crossing when k₁ ≠ k₂. From √k₁ q = −√k₂(d − q),

q = −d√k₂/(√k₁ − √k₂),

with energy k₁k₂d²/[2(√k₁ − √k₂)²]. The smaller denominator makes it higher than B, and it lies outside the interval between the minima.

**(c) How does a change with the driving force?**

Write s = k₂d + (k₁ − k₂)q and square it:

s² = k₂²d² + 2k₂d(k₁ − k₂)q + (k₁ − k₂)²q².

The crossing condition, multiplied by 2 and rearranged, is

(k₁ − k₂)q² + 2k₂dq = k₂d² + 2D.

Multiplication by k₁ − k₂ turns its left side into the last two terms of s². Therefore

s² = k₂²d² + (k₁ − k₂)(k₂d² + 2D) = k₁k₂d² + 2(k₁ − k₂)D.

The positive root is needed, because s > 0. For unequal force constants, q = (s − k₂d)/(k₁ − k₂), and a = k₁q/s follows.

To differentiate a, use dq/dD = 1/s and ds/dD = (k₁ − k₂)/s:

da/dD = k₁/s² − k₁q(k₁ − k₂)/s³ = k₁[s − (k₁ − k₂)q]/s³ = k₁k₂d/s³.

At D = 0, where s = √(k₁k₂) d, this becomes

da/dD = 1/[√(k₁k₂) d²].

The coefficient rises with D: a less favourable reaction has a crossing nearer the product. The result of part (b) thus belongs to level minima, and is not a constant for the whole current–voltage curve.

**(d) Is D = 0 the point of equal populations at temperature T?**

For classical motion with the same mass in both states, the momentum factors cancel. The remaining integral over a well of force constant k is

∫ exp(−kq²/2k_BT) dq = √(2πk_BT/k),

where k_B is Boltzmann's constant. The ratio of product to reactant population is therefore

P₂/P₁ = √(k₁/k₂) exp(−D/k_BT).

It equals one when

D = (k_BT/2) ln(k₁/k₂).

If the product well is softer, it has more thermal room, and its minimum must lie slightly higher for the populations to match. "Zero driving force" in part (b) means level minima. If it is taken to mean zero free-energy difference, the formula acquires a small thermal correction.

The parabolas here are energies along q. They are not free energies along the energy gap g. At a given g, the Boltzmann factors of the two states differ by exp(−g/k_BT), so the two free-energy curves along g differ by g itself. If both were parabolas, they would have equal curvature. There is no conflict with unequal k₁ and k₂, since g is then quadratic in q.

**(e) Evaluate the result for k₁ = 9000 eV/nm², k₂ = 6000 eV/nm², d = 0.014 nm and T = 300 K.**

These round values suit, roughly, the inner shell of the hexaaqua ferric/ferrous couple. The coordinate is the common change of six metal–oxygen distances, and the more highly charged ferric ion is the stiffer reactant.

The square roots are in the ratio 94.87 to 77.46, so

a = 94.87/(94.87 + 77.46) = 0.551.

The crossing is at q = 0.00629 nm, less than half of d. There the reactant slope is 9000 × 0.006293 = 56.6 eV/nm, and the product slope has the magnitude 6000 × 0.007707 = 46.2 eV/nm. The reactant slope divided by the sum of the two gives the same coefficient:

56.6/(56.6 + 46.2) = 0.551.

The barrier is

B = 9000 × (0.006293)²/2 = 0.178 eV.

The second crossing lies at −0.062 nm and 17.5 eV. It plays no part in thermal transfer, and harmonic curves should not be trusted there.

The crossing stays between the minima for D from −0.588 to 0.882 eV. At D = 0, da/dD = 0.694 per eV. The full formula gives a = 0.478 at D = −0.1 eV and 0.617 at D = +0.1 eV. A change of 0.1 eV thus moves a by more than its initial departure from 1/2.

If the rate is proportional to exp(−B/k_BT), the local Tafel slope, the potential change per tenfold change of rate, has the magnitude

k_BT ln 10/(ea) = 108 mV per decade.

At the same temperature, a = 1/2 would give 119 mV per decade.

**(f) Add a solvent coordinate x with equal curvature in both states. What becomes of a at D = 0?**

Let the solvent add Lx² to the reactant energy and L(1 − x)² to the product energy, where L is its reorganization energy. The barrier is now the lowest reactant energy on the surface where the total energies are equal. With

R = k₁q²/2 + Lx²

G = k₂(q − d)²/2 + L(1 − x)² + D − R,

R must be minimized subject to G = 0. Introduce a multiplier m and make R + mG stationary in q and x.

The multiplier is the transfer coefficient. For small changes along the path of minima, stationarity gives dR = −m(G_q dq + G_x dx), where subscripts denote partial derivatives. The constraint gives G_q dq + G_x dx + dD = 0. Together they yield dR = m dD, so a = m.

The stationary conditions are

(1 − m)k₁q + mk₂(q − d) = 0

2(1 − m)Lx − 2mL(1 − x) = 0.

The second gives x = m. With N = (1 − m)k₁ + mk₂, the first gives

q = mk₂d/N, d − q = (1 − m)k₁d/N.

Putting these into G = 0 with D = 0,

(k₁k₂d²/2N²)[(1 − m)²k₁ − m²k₂] + L(1 − 2m) = 0.

The square bracket vanishes at the value found in part (b), and the last term vanishes at m = 1/2. Between these two values the terms have opposite signs; outside them, for 0 < m < 1, they have the same sign. The solution must lie between them. It tends to part (b) as L → 0 and to 1/2 as L → ∞.

For L = 1 eV, the solution is a = 0.521 and the barrier is 0.427 eV. At this L the solvent removes more than half of the asymmetry, because much of the reorganization is now shared equally by the two states. The value of L is an assumption, and the share removed depends on it: L = 0.5 eV gives a = 0.530, which removes about 40%.

**(g) The ion has charge ze and sits where the potential is φ₂, which changes with the electrode potential. What coefficient would the rate show?**

Measure E and φ₂ from their values at zero electrode charge, take D = 0 there, and let p = dφ₂/dE. Bringing the reactant to this plane costs zeφ₂. The product has charge (z − 1)e, so the transfer energy changes by

(z − 1)eφ₂ − zeφ₂ + eE = e(E − φ₂).

The total activation energy is A = zeφ₂ + B(D). Its change with potential gives

(1/e) dA/dE = zp + a(1 − p) = a + (z − a)p.

To estimate p, let a compact layer of capacitance C_H lie between the metal and the ion plane, with a diffuse layer of capacitance C_D beyond. In the linear regime near zero charge, the same charge appears across both:

C_H(E − φ₂) = C_Dφ₂, so p = C_H/(C_H + C_D).

For a 1:1 electrolyte with n ions of each sign per volume and permittivity ε, the linearized Poisson–Boltzmann equation is φ″ = φ/λ², with λ² = εk_BT/(2ne²). Its decaying solution has the surface field φ₂/λ, hence

C_D = ε/λ = √(2ne²ε/k_BT).

At 1 mol/L and relative permittivity 78, C_D = 227 μF/cm². With C_H = 20 μF/cm²,

p = 20/(20 + 227) = 0.081.

For z = 3, the apparent coefficient is

0.551 + (3 − 0.551) × 0.081 = 0.749.

The factor z − a makes a small potential fraction important. The changing concentration of the triply charged ion at the plane adds zp = 0.243. The smaller potential change across which the electron transfers takes away ap = 0.045.

**(h) How large are the remaining corrections, and what do the numbers say about a real electrode?**

Electrons are available at a spread of energies, not at the Fermi level alone. For weak coupling and a constant density of metal states, the rate is proportional to the reactant's thermal average of the Fermi function evaluated at energy g(q). For such a rate the coefficient is defined as a = −k_BT d ln(rate)/dD, which reduces to dB/dD when the rate is proportional to exp(−B/k_BT). Without solvent, and with equal populations, this gives a = 0.552 at 300 K. The offset D from part (d) is 5.2 meV, which alone would add about 0.694 × 0.0052 = 0.004. The net shift is only 0.001, so the other thermal effects partly cancel it. At 330 K the coefficient is still 0.552.

The inner shell is not fully classical. With a moving mass of 108 u, its vibrational quanta are 59 and 48 meV, against k_BT = 26 meV. With the solvent included and each calculation taken at its own point of equal populations, quantum motion lowers a from 0.521 to 0.519. It raises the rate by a factor of 1.8, so a small effect on the coefficient does not mean a small effect on the rate.

Electronic coupling V rounds the crossing. In a two-state model, the lower surface is

U₋ = (U₁ + U₂)/2 − √[(U₁ − U₂)²/4 + V²].

For V = 0.05 eV and no solvent, the coefficient rises from 0.5505 to 0.5515, a shift of about 0.001. This small value is a near cancellation: the product weight at the barrier top rises by about 0.008, while product character mixed into the reactant minimum takes away about 0.007. At V = 0.1 eV the second effect wins and a falls to 0.541. The barrier itself drops from 0.178 to 0.133 eV at V = 0.05 eV. The continuum of metal states is left out of this estimate.

For the ferric/ferrous couple at a real electrode, the inner-shell value 0.551 is therefore not a prediction of the measured coefficient. The assumed vibrational quanta and bond-length change are of a reasonable size for the aqua ions, but the solvent cannot be neglected: it brings the coefficient to about 0.52 for L = 1 eV and 0.53 for L = 0.5 eV. Among the effects sized here, the double layer moves it most, by about +0.20 from the inner-shell value. That figure is a rough continuum estimate for the assumed C_H = 20 μF/cm² (C_H = 40 μF/cm² would give +0.37) at high salt concentration, with the ion placed at the compact-layer boundary and the electrode near zero charge. The equilibrium potential of the couple need not lie there. If the minima are level at the potential considered, the shift in this model is smaller on a charged electrode and larger in a more dilute electrolyte. Chloride complexes, adsorption and anharmonic bonds can change the result further and are not sized. A measured coefficient above 1/2 is thus no proof of a stiffer reactant: the double layer can raise it, and so can a positive D, as part (c) shows.

Table of computed values

```
Reactant force constant k1: 9000 eV/nm^2
Product force constant k2: 6000 eV/nm^2
Distance between minima d: 0.014 nm
Temperature: 300 K; kT: 0.02585 eV
Crossing position: 0.006293 nm
Distance from crossing to product minimum: 0.007707 nm
Reactant slope at crossing: 56.636 eV/nm
Product slope magnitude: 46.243 eV/nm
Barrier at D=0: 0.17820 eV
Transfer coefficient at D=0: 0.55051 (no unit)
Reverse transfer coefficient: 0.44949 (no unit)
Other crossing position: -0.0623 nm
Other crossing energy: 17.462 eV
Lower limit of D: -0.5880 eV
Upper limit of D: 0.8820 eV
Change of coefficient with D at zero: 0.69430 1/eV
Coefficient at D=-0.1 eV: 0.47798 (no unit)
Coefficient at D=+0.1 eV: 0.61712 (no unit)
Ideal Tafel slope: 108.13 mV/decade
Tafel slope for coefficient 1/2: 119.05 mV/decade
Equal-population offset D: 5.241 meV
Solvent reorganization energy: 1.00 eV
Coefficient with solvent: 0.52093 (no unit)
Barrier with solvent: 0.42714 eV
Thermal coefficient, no solvent: 0.55193 (no unit)
Warmer bath temperature: 330 K
Thermal coefficient in warmer bath: 0.55203 (no unit)
Inner-shell mass: 108 u
Reactant vibrational quantum: 59.02 meV
Product vibrational quantum: 48.19 meV
Thermal coefficient, classical shell and solvent: 0.52120 (no unit)
Thermal coefficient, quantum shell and solvent: 0.51895 (no unit)
Quantum/classical equilibrium rate: 1.780 (no unit)
Electronic coupling: 0.050 eV
Coefficient with coupling: 0.55146 (no unit)
Reactant ion charge: 3 e
Electrolyte concentration: 1.0 mol/L
Relative permittivity: 78 (no unit)
Compact-layer capacitance: 20.0 uF/cm2
Diffuse-layer capacitance: 227.0 uF/cm2
Potential fraction at ion plane: 0.08096 (no unit)
Apparent coefficient, double layer: 0.74881 (no unit)
Coefficient shift, equal-curvature solvent: -0.02958 (no unit)
Coefficient shift, thermal and Fermi averaging: +0.00142 (no unit)
Coefficient shift, quantum inner shell: -0.00226 (no unit)
Coefficient shift, electronic coupling: +0.00095 (no unit)
Coefficient shift, double layer: +0.19830 (no unit)
Largest computed coefficient shift: double layer
```
